# The triple-dipole coefficient $C_9$ and the Midzuno-Kihara relation, part 1

(Sections cited here and not found follow in the second part.)

## 1. Three two-level atoms in a plane

Put three identical atoms A, B, C in the $xy$ plane and let each have two states, a ground state $|0\rangle$ and an excited state $|1\rangle$ at energy $\omega_0$ above it. Let the only dipole operator point along $z$, $d_z=\mu\,\sigma$ with $\sigma=|0\rangle\langle1|+|1\rangle\langle0|$ and $\mu$ real. Two dipoles perpendicular to the line joining them interact as $+d_zd_z'/R^3$ (section 2 derives this), so

$$V=v_{AB}\,\sigma_A\sigma_B+v_{BC}\,\sigma_B\sigma_C+v_{CA}\,\sigma_C\sigma_A,\qquad v_{XY}=\mu^2/R_{XY}^3>0 .$$

For an equilateral triangle all three $v$ are equal and the ground energy can be found exactly. $V$ flips two atoms at a time, so it connects $|000\rangle$ only to the symmetric state $|W\rangle=(|110\rangle+|101\rangle+|011\rangle)/\sqrt3$, with $\langle W|V|000\rangle=\sqrt3\,v$. Acting on $|110\rangle$, the three terms of $V$ give $v|000\rangle$, $v|101\rangle$ and $v|011\rangle$, and likewise for the other two components, so $\langle W|V|W\rangle=2v$. The Hamiltonian in this space and its lower eigenvalue are

$$\begin{pmatrix}0&\sqrt3v\\ \sqrt3v&2\omega_0+2v\end{pmatrix},\qquad E=(\omega_0+v)-\sqrt{(\omega_0+v)^2+3v^2}.$$

Expanding the root gives $E=-3v^2/[2(\omega_0+v)]+O(v^4)$, and expanding the denominator gives

$$E=-\frac{3v^2}{2\omega_0}+\frac{3v^3}{2\omega_0^2}+O(v^4).$$

The $v^2$ term is three times the pair energy $-v^2/(2\omega_0)$, which an isolated pair gets from its matrix element $v$ to $|11\rangle$ at energy $2\omega_0$. The $v^3$ term has no counterpart in a pair, because for two atoms $\langle 11|V|11\rangle=0$. It comes from the process $|000\rangle\to|110\rangle\to|101\rangle\to|000\rangle$ and its relatives, in which each of the three bonds acts once. There are $3!=6$ orders in which the bonds can act, each contributes $v^3/(2\omega_0)^2$, and $6/4=3/2$.

The sign has a plain meaning. A pair lowers its energy by correlating its dipole fluctuations antiparallel: the first-order state contains $-(v/2\omega_0)|11\rangle$, so $\langle\sigma_A\sigma_B\rangle=-v/\omega_0$. Three dipoles cannot all be mutually antiparallel, and the three-body term is the energy cost of that frustration.

The static polarizability of such an atom along $z$ is $\alpha=2\mu^2/\omega_0$ (section 4), so $\mu^6=\alpha^3\omega_0^3/8$. For a general triangle each of the six orders gives $v_{AB}v_{BC}v_{CA}/(2\omega_0)^2$, and

$$E_3^{(z)}=\frac{3}{16}\,\frac{\alpha^3\omega_0}{(R_{AB}R_{BC}R_{CA})^3}.\tag{1}$$

Every later stage has to reduce to (1) when only one level and only the $z$ direction are kept.

## 2. Units, assumptions and the interaction

Rydberg atomic units are used: $\hbar=1$, $e^2=2$, $m_e=\tfrac12$, $4\pi\varepsilon_0=1$. Lengths are in bohr, energies and frequencies in Ry, with 1 Ry = 13605.7 meV. A polarizability is a volume, bohr$^3$, and has the same number as in Hartree units. $C_6$ (Ry bohr$^6$) and $C_9$ (Ry bohr$^9$) carry one power of energy and are twice the Hartree numbers.

The atoms are neutral, their charge clouds do not overlap, exchange of electrons between them is neglected, and so is retardation. Each ground state is orbitally non-degenerate and invariant under rotations. Spin, if present, is a spectator, since the interaction does not act on it.

Let charges $q_a$ (nucleus included) sit at $\mathbf r_a$ from the centre of A and charges $q_b$ at $\mathbf r_b$ from the centre of B, with $\mathbf R=R\,\mathbf n$ from A to B. The Taylor expansion of the Coulomb interaction in $\mathbf u=\mathbf r_b-\mathbf r_a$ is

$$\sum_{ab}\frac{q_aq_b}{|\mathbf R+\mathbf u|}=\sum_{ab}q_aq_b\Big[\frac1R+u_i\partial_i\frac1R+\frac12u_iu_j\partial_i\partial_j\frac1R+\dots\Big].$$

Any term that does not contain $\mathbf r_a$ is multiplied by $\sum_aq_a=0$, and any term that does not contain $\mathbf r_b$ by $\sum_bq_b=0$. This removes the zeroth and first orders and the $r_ar_a$ and $r_br_b$ parts of the second order. The two cross terms are equal, because $\partial_i\partial_j$ is symmetric, and add to $-r_{a,i}r_{b,j}\,\partial_i\partial_j(1/R)$. From $\partial_j(1/R)=-R_j/R^3$ follows $\partial_i\partial_j(1/R)=-\delta_{ij}/R^3+3R_iR_j/R^5$. With $\mathbf d=\sum q\,\mathbf r$,

$$V_{AB}=-d^A_i\,T^{AB}_{ij}\,d^B_j,\qquad T^{AB}_{ij}=\frac{3n_in_j-\delta_{ij}}{R_{AB}^3}.$$

$T$ is symmetric and unchanged by $\mathbf n\to-\mathbf n$, so $T^{AB}=T^{BA}$. The electron charge is inside $\mathbf d$, so a squared dipole matrix element is $e^2=2$ times a squared length. For dipoles perpendicular to $\mathbf n$, $T_{zz}=-1/R^3$ and $V=+d_zd_z'/R^3$, as used in section 1. The full perturbation is $V=V_{AB}+V_{BC}+V_{CA}$.

## 3. Third order for real atoms

Write $H=H_0+V$, with $|0\rangle$ the product of the three ground states, and normalize the exact state so that its overlap with $|0\rangle$ is 1. Projecting the Schrödinger equation on $\langle0|$ gives $E_{n+1}=\langle0|V|\psi_n\rangle$. The first two orders of the equation are

$$(H_0-E_0)|\psi_1\rangle=(E_1-V)|0\rangle,\qquad(H_0-E_0)|\psi_2\rangle=(E_1-V)|\psi_1\rangle+E_2|0\rangle .$$

Apply $G=\sum_{m\ne0}|m\rangle\langle m|/(E_m-E_0)$, which inverts $H_0-E_0$ on the excited states and annihilates $|0\rangle$. Then $|\psi_1\rangle=-GV|0\rangle$ and $|\psi_2\rangle=G(V-E_1)GV|0\rangle$, so

$$E_2=-\langle0|VGV|0\rangle,\qquad E_3=\langle0|VG(V-E_1)GV|0\rangle .$$

A rotationally invariant state has no preferred direction, so $\langle\mathbf d\rangle=0$ in each atomic ground state and $E_1=0$. The denominators in $G$ are positive, and $E_3$ carries a plus sign in front.

One rule sorts the terms: if the dipole of some atom appears exactly once in a product, the term vanishes. That atom is in its ground state at both ends, nothing else acts on it, and so the term contains its $\langle\mathbf d\rangle=0$. In second order the cross terms such as $V_{AB}GV_{BC}$ contain $\mathbf d^A$ once and vanish, so the second-order energy is a sum over pairs. In third order there are $27$ products. The $18$ of type $V_{AB}^2V_{BC}$ contain one atom once and vanish. The $3$ of type $V_{AB}^3$ involve two atoms only and cannot be non-additive; they also vanish, since three odd-parity operators between the same state of definite parity give zero. The remaining $6$ are the orderings of $V_{AB}$, $V_{BC}$, $V_{CA}$, the same six as in section 1.

Take the ordering $\langle0|V_{CA}\,G\,V_{BC}\,G\,V_{AB}|0\rangle$, read from the right. $V_{AB}$ excites A to a level of excitation energy $a$ and B to a level $b$; it cannot leave either in the ground state, as $\langle\mathbf d\rangle=0$. The first denominator is $a+b$. $V_{BC}$ contains the last operator that acts on B, so it must return B to the ground state, and it excites C to a level $c$. A is untouched, and the second denominator is $a+c$. $V_{CA}$ de-excites both. Each atom thus enters only through

$$S^{(a)}_{ij}=\langle0|d_iP_ad_j|0\rangle,$$

where $P_a$ projects on all states of the level $a$. Matrix elements between two excited states never appear.

Isotropy fixes the form of $S$. Let $U$ be the operator of a rotation with matrix $\mathcal R$, so that $U^\dagger d_iU=\mathcal R_{ik}d_k$. $P_a$ commutes with $U$ because the atomic Hamiltonian does, and $U|0\rangle=|0\rangle$. Inserting $UU^\dagger$ between the factors gives $S=\mathcal RS\mathcal R^T$ for every rotation. The rotation by $\pi$ about $z$, $\mathrm{diag}(-1,-1,1)$, reverses the sign of $S_{xz},S_{zx},S_{yz},S_{zy}$, which therefore vanish; the rotation by $\pi$ about $x$ does the same for $S_{xy},S_{yx}$. Rotations by $\pi/2$ exchange two diagonal elements, which are therefore equal. Hence

$$S^{(a)}_{ij}=s_a\,\delta_{ij},\qquad s_a=\sum_{\text{states of level }a}|\langle0|d_z|a\rangle|^2\ge0 .$$

Write $V_{AB}=-d^A_iT^{AB}_{ij}d^B_j$, $V_{BC}=-d^B_kT^{BC}_{kl}d^C_l$, $V_{CA}=-d^C_mT^{CA}_{mn}d^A_n$. In any ordering atom B gives $s_b\delta_{jk}$, C gives $s_c\delta_{lm}$ and A gives $s_a\delta_{ni}$; the ordering decides only which index comes first, and $\delta$ is symmetric. The numerator is the same six times: $(-1)^3s_as_bs_c\,\mathrm{tr}(T^{AB}T^{BC}T^{CA})$.

The first denominator is the pair energy of the bond that acts first, and the second is the pair energy of the bond that acts last, since the last bond de-excites what is left. The six orderings are the six ordered choices of first and last bond, so each product of two different pair energies occurs twice. With $\Pi=(a+b)(b+c)(c+a)$,

$$2\Big[\frac1{(a+b)(a+c)}+\frac1{(a+b)(b+c)}+\frac1{(b+c)(c+a)}\Big]=2\,\frac{(b+c)+(c+a)+(a+b)}{\Pi}=\frac{4(a+b+c)}{\Pi}.$$

Therefore

$$E_3=-\mathrm{tr}(T^{AB}T^{BC}T^{CA})\sum_{abc}s_as_bs_c\,\frac{4(a+b+c)}{\Pi}.\tag{2}$$

The sums run over the discrete levels and the continuum of each atom. As a test, keep one level $\omega_0$ with $s=\mu^2$ and only the $zz$ element of each $T$. The trace becomes $(-1)^3/(R_{AB}R_{BC}R_{CA})^3$, the energy factor is $12\omega_0/8\omega_0^3=3/(2\omega_0^2)$, and section 1 is recovered.

### The trace

Let $\mathbf n_1,\mathbf n_2,\mathbf n_3$ be unit vectors along A→B, B→C, C→A, and let $A,B,C$ also denote the interior angles. The angle at B lies between the directions B→A $=-\mathbf n_1$ and B→C $=\mathbf n_2$, so $\mathbf n_1\cdot\mathbf n_2=-\cos B$, and likewise $\mathbf n_2\cdot\mathbf n_3=-\cos C$, $\mathbf n_3\cdot\mathbf n_1=-\cos A$. Put $P=\cos A\cos B\cos C$ and multiply out $\mathrm{tr}\,[(3\mathbf n_1\mathbf n_1-1)(3\mathbf n_2\mathbf n_2-1)(3\mathbf n_3\mathbf n_3-1)]$. The term with three dyads is $27(\mathbf n_1\cdot\mathbf n_2)(\mathbf n_2\cdot\mathbf n_3)(\mathbf n_3\cdot\mathbf n_1)=-27P$. The three terms with two dyads give $-9(\cos^2A+\cos^2B+\cos^2C)$. The three terms with one dyad give $3\cdot3=9$, and the term with none gives $-\mathrm{tr}\,1=-3$.

The three vectors lie in one plane, so their Gram determinant vanishes. With $x,y,z$ the three scalar products it is $1+2xyz-x^2-y^2-z^2=0$, and $xyz=-P$, so $\cos^2A+\cos^2B+\cos^2C=1-2P$. The trace is $-27P-9(1-2P)+6=-3-9P$:

$$\mathrm{tr}(T^{AB}T^{BC}T^{CA})=-\frac{3(1+3P)}{(R_{AB}R_{BC}R_{CA})^3}.\tag{3}$$

Dropping the three minus signs in the scalar products would reverse the sign of $P$. A collinear arrangement tests the sign. All $T$ are then diagonal with elements $(2,-1,-1)/R^3$, the trace of the product has numerator $8-1-1=6$, and (3) with angles $0,\pi,0$ has $P=-1$ and numerator $-3(1-3)=6$.

Equations (2) and (3) give the Axilrod-Teller-Muto form,

$$E_3=C_9\,\frac{1+3\cos A\cos B\cos C}{(R_{AB}R_{BC}R_{CA})^3},\qquad C_9=12\sum_{abc}s_as_bs_c\frac{a+b+c}{(a+b)(b+c)(c+a)}>0.\tag{4}$$

Of the numerator $3+9P$, the out-of-plane direction supplies 1, the always repulsive piece (1), and the in-plane directions supply $2+9P$, which can have either sign. With the sign convention of (4), $C_9$ is positive.

## 4. The polarizability at imaginary frequency

The denominators in (4) couple the spectra of the three atoms. An integral over frequency uncouples them, and what is left for each atom is its polarizability.

Perturb one atom by $-d_zF\cos\omega t$, switched on slowly, and write the state as $e^{-iE_0t}\,[\,|0\rangle+\sum_ac_a(t)|a\rangle\,]$. To first order in $F$, $i\dot c_a=\omega_ac_a-F\cos\omega t\,\langle a|d_z|0\rangle$. A trial term $Ke^{\mp i\omega t}$ satisfies $\pm\omega K=\omega_aK-\tfrac12F\langle a|d_z|0\rangle$, so

$$c_a=\frac F2\langle a|d_z|0\rangle\Big[\frac{e^{-i\omega t}}{\omega_a-\omega}+\frac{e^{i\omega t}}{\omega_a+\omega}\Big].$$

The induced dipole is $2\,\mathrm{Re}\sum_a\langle0|d_z|a\rangle c_a=F\cos\omega t\sum_as_a[1/(\omega_a-\omega)+1/(\omega_a+\omega)]$, which identifies $\alpha(\omega)=\sum_a2s_a\omega_a/(\omega_a^2-\omega^2)$. Replacing $\omega$ by $i\omega$,

$$\alpha(i\omega)=\sum_a\frac{2s_a\omega_a}{\omega_a^2+\omega^2}=\sum_as_a\Big[\frac1{\omega_a+i\omega}+\frac1{\omega_a-i\omega}\Big].\tag{5}$$

This function is real, positive, even, free of poles for real $\omega$, and decreasing for $\omega>0$. At $\omega=0$ a single level gives $\alpha=2s/\omega_0$, the value used in section 1.

The decay at large $\omega$ follows from the Thomas-Reiche-Kuhn sum rule. With $m_e=\tfrac12$ the kinetic energy of an electron is $p^2$, so $[H,z]=-2ip_z$ and $[z,[H,z]]=2$ per electron. For $N$ electrons, with $z$ the sum of their coordinates, the ground-state average of the double commutator is $2\sum_a\omega_a|\langle0|z|a\rangle|^2=2N$. The oscillator strengths are thus $f_a=\omega_a|\langle0|z|a\rangle|^2$ with $\sum f_a=N$, and $2s_a\omega_a=2e^2f_a=4f_a$. In these units $\alpha(i\omega)=\sum_a4f_a/(\omega_a^2+\omega^2)\le4N/\omega^2$. The factor 4 is absent in Hartree units. Since also $\alpha(i\omega)\le\alpha(0)$, the integrals below converge, and because all terms are positive, sums and integrals may be exchanged.

## 5. From sums to integrals

The pair case shows the method. In second order $V_{AB}$ excites levels $a,b$ and de-excites them, so $E_2=-\mathrm{tr}(T^{AB}T^{BA})\sum s_as_b/(a+b)$. Since $(3\mathbf{nn}-1)^2=9\mathbf{nn}-6\mathbf{nn}+1=3\mathbf{nn}+1$ has trace 6, $E_2=-C_6/R^6$ with $C_6=6\sum s_as_b/(a+b)$.

Multiply the second forms of (5) for A and B and integrate over the whole real axis. For $a>0$ the factor $1/(a+i\omega)=1/[i(\omega-ia)]$ has its pole at $\omega=ia$ in the upper half plane, and $1/(a-i\omega)$ has its pole at $-ia$. A product in which all factors carry the same sign has all its poles on one side; the contour is closed on the other side, the arc contributes nothing because the integrand falls at least as $|\omega|^{-2}$, and the integral is zero. For a mixed product, closing above encloses the single pole at $ia$:

$$\int_{-\infty}^{\infty}\frac{d\omega}{(a+i\omega)(b-i\omega)}=2\pi i\cdot\frac1i\cdot\frac1{b-i(ia)}=\frac{2\pi}{a+b}.$$

The other mixed product follows by $\omega\to-\omega$ and has the same value. So $\int_{-\infty}^\infty\alpha_A\alpha_B\,d\omega=4\pi\sum s_as_b/(a+b)$. The integrand is even, the half axis gives $2\pi\sum s_as_b/(a+b)$, and comparison with $C_6$ yields the Casimir-Polder formula $C_6=(3/\pi)\int_0^\infty\alpha_A\alpha_B\,d\omega$.

For three atoms there are $2^3=8$ products. The two with equal signs vanish. In each of the other six, one factor has the sign opposite to the other two, and the contour is closed around its single pole:

$$\int_{-\infty}^{\infty}\frac{d\omega}{(a+i\omega)(b-i\omega)(c-i\omega)}=2\pi i\cdot\frac1i\cdot\frac1{(b+a)(c+a)}=\frac{2\pi}{(a+b)(a+c)} .$$

The product with all signs reversed gives the same. These two terms carry the denominators of the two orderings in which atom A stays excited through both intermediate states. The six surviving products match the six orderings one to one, and their sum is $2\pi\cdot4(a+b+c)/\Pi$ by the addition done in section 3. Halving for the half axis,

$$\int_0^\infty\alpha_A\alpha_B\alpha_C\,d\omega=4\pi\sum_{abc}s_as_bs_c\frac{a+b+c}{\Pi}.$$

The sum in (4) has the prefactor $12=(3/\pi)\cdot4\pi$, so

$$C_9=\frac3\pi\int_0^\infty\alpha_A(i\omega)\,\alpha_B(i\omega)\,\alpha_C(i\omega)\,d\omega,\tag{6}$$

and, before the trace is evaluated, $E_3=-(1/\pi)\,\mathrm{tr}(T^{AB}T^{BC}T^{CA})\int_0^\infty\alpha_A\alpha_B\alpha_C\,d\omega$. The equal prefactors $3/\pi$ in $C_6$ and $C_9$ arise differently, as $6/2\pi$ and $12/4\pi$.

The argument needs $a,b,c>0$. For an atom in an excited state some transition energies are negative, their poles change sides, and (6) no longer equals the perturbation sum. No derivative of the denominators was taken, so coinciding energies need no separate treatment.

## 6. One-pole atoms

Let atom X have all its strength in one level, $\alpha_X(i\omega)=\alpha_X\,\omega_X^2/(\omega_X^2+\omega^2)$, which means $s_X=\alpha_X\omega_X/2$. With frequencies $a,b,c$ the sums have one term each:

$$C_6^{AB}=\frac32\,\alpha_A\alpha_B\,\frac{ab}{a+b},\qquad C_9=\frac32\,\alpha_A\alpha_B\alpha_C\,\frac{abc\,(a+b+c)}{(a+b)(b+c)(c+a)},\tag{7}$$

the prefactors being $6/4$ and $12/8$. For three identical atoms $ab/(a+b)=\omega_0/2$ and the last fraction is $3\omega_0^4/8\omega_0^3$, so

$$C_6=\frac34\alpha^2\omega_0,\qquad C_9=\frac9{16}\alpha^3\omega_0=\frac34\,\alpha\,C_6.\tag{8}$$

This is the Midzuno-Kihara relation. Its use is that $\omega_0$ drops out, leaving two quantities that are easier to obtain than $C_9$. One third of $9/16$ is the $3/16$ of equation (1), as the split of the trace requires.

The factor $3/4$ belongs to equal frequencies. Dividing the two formulas (7) and using $(b+c)(c+a)=ab+c(a+b+c)$,

$$\frac{C_9}{\alpha_C\,C_6^{AB}}=\frac{c(a+b+c)}{(b+c)(c+a)}=1-\frac{ab}{(b+c)(c+a)}.\tag{9}$$

For $a=b=c$ this is $1-1/4$. For $c\to\infty$ at fixed $\alpha_C$ it tends to 1: atom C follows the fluctuations of the pair instantly and (6) reduces to $\alpha_CC_6^{AB}$. For $c\to0$ it tends to 0: C is too slow to respond. The general statement behind these limits is $C_9\le\alpha_C(0)\,C_6^{AB}$, which follows from $\alpha_C(i\omega)\le\alpha_C(0)$ under the integral. Applying (8) to a mixed trimer with whichever $\alpha$ and $C_6$ are at hand is a mistake; (7) is the formula for three one-pole atoms, and (6) is the formula when the atoms have more than one pole.

The triple-dipole coefficient $C_9$ has been derived as a frequency integral over three polarizabilities, and for three identical one-pole atoms it reduces to the Midzuno-Kihara relation $C_9=\frac34\,\alpha\,C_6$. What remains is to test the result on coupled oscillators, to treat atoms with many poles and anisotropic molecules, to state where the result stops, and to work out numbers.
